# Configurational temperature from canonical integration by parts, and where it fails

A simulation of heat flow can report the right temperature and still sample the wrong positions. A thermostat acts on velocities, and the kinetic temperature is computed from velocities, so an error in the positions, caused by a faulty force or by atoms that have not yet relaxed, need not show in that number. A Monte Carlo calculation has no velocities at all, and so offers no kinetic reading to compare with the temperature that was put in. What is missing is a thermometer that reads positions alone. Such a thermometer tests whether the positions fit the potential used to read them. A reading that is wrong by more than its statistical error reveals a misfit, provided the conditions derived below hold and no wall or force jump has been left out. A right reading does not prove a fit, since different distributions can give the same number. Nor can the thermometer tell whether that potential is the right one: a force that is the exact gradient of a wrong potential passes, if the same potential supplies the reading.

Take \(N\) classical particles with unconstrained Cartesian coordinates, collected in a vector \(\mathbf x\) of \(n\) components, and let the energy be

\[
H=\sum_{i=1}^{n}\frac{p_i^2}{2m_i}+U(\mathbf x).
\]

In the canonical ensemble the probability density is proportional to \(e^{-H/k_BT}\). This exponential is a product of a function of the momenta and a function of the positions. Integrating over the momenta gives a constant, which normalization removes together with every mass. The positions are left with the density

\[
\rho(\mathbf x)=\frac{e^{-U(\mathbf x)/k_BT}}{Z},\qquad Z=\int e^{-U/k_BT}\,d^n x ,
\]

where \(Z\) must be finite. By the chain rule,

\[
\nabla\rho=-\frac{1}{k_BT}\,\rho\,\nabla U .
\]

The temperature appears here as the factor between the slope of the density and the slope of the potential. To turn this local relation into one between averages, let \(\mathbf B(\mathbf x)\) be a smooth vector field. The product rule gives

\[
\nabla\cdot(\rho\mathbf B)=\rho\,\nabla\cdot\mathbf B+\mathbf B\cdot\nabla\rho
=\rho\,\nabla\cdot\mathbf B-\frac{1}{k_BT}\,\rho\,\mathbf B\cdot\nabla U .
\]

Integrate over the allowed region and apply the divergence theorem on the left, with \(\mathbf n\) the outward normal:

\[
\oint\rho\,\mathbf B\cdot\mathbf n\,dS=\langle\nabla\cdot\mathbf B\rangle-\frac{1}{k_BT}\langle\mathbf B\cdot\nabla U\rangle. \tag{1}
\]

The surface integral vanishes in two common settings. If \(U\) confines the particles, so that \(\rho|\mathbf B|\) falls faster than the area of a large sphere grows, nothing is left at infinity. If the coordinates are periodic and \(\mathbf B\) is periodic too, opposite faces of the cell have opposite normals and cancel. A free cluster in unbounded space belongs to neither class, because its \(Z\) diverges.

Now choose \(\mathbf B=\nabla U\). Then \(\nabla\cdot\mathbf B=\nabla^2U\) and \(\mathbf B\cdot\nabla U=|\nabla U|^2\). With no surface term, (1) becomes \(\langle\nabla^2U\rangle=\langle|\nabla U|^2\rangle/k_BT\), or

\[
k_BT=\frac{\langle|\nabla U|^2\rangle}{\langle\nabla^2U\rangle}. \tag{2}
\]

Both averages must be finite, and \(\nabla U\) must be continuous. The denominator cannot vanish unless \(U\) is constant, since it equals \(\langle|\nabla U|^2\rangle/k_BT\). This holds even when \(U\) has regions of negative curvature. For a single spring, \(U=kx^2/2\), equation (2) reads \(k_BT=k^2\langle x^2\rangle/k=k\langle x^2\rangle\), which is equipartition. In general, heat pushes particles up the slopes of the potential, and the mean curvature converts the resulting squared force into an energy.

Other fields give other thermometers. Let \(\mathbf B\) have the single component \(\partial_jU\) along coordinate \(i\). Its divergence is \(\partial_i\partial_jU\), and so

\[
\langle\partial_iU\,\partial_jU\rangle=k_BT\,\langle\partial_i\partial_jU\rangle. \tag{3}
\]

With \(i=j\), each coordinate yields its own temperature. The choice \(\mathbf B=\mathbf x\) has divergence \(n\) and gives the virial form \(nk_BT=\langle\mathbf x\cdot\nabla U\rangle\). That form needs confinement: in a periodic cell \(\mathbf x\) is not periodic, and its surface term survives.

As an example, let three atoms of mass 107.87 u, that of silver, move along a line with displacements \(x_1,x_2,x_3\). Each sits in a cage, and neighbours are joined by anharmonic bonds:

\[
U=\sum_{i=1}^{3}\Big(\tfrac12k_0x_i^2+gx_i^4\Big)+\phi(d_1)+\phi(d_2),\qquad
\phi(d)=\tfrac12\kappa d^2-ad^3+bd^4,
\]

with \(d_1=x_2-x_1\) and \(d_2=x_3-x_2\). The round parameters are \(k_0=200\) and \(\kappa=300\) eV/nm², \(a=2000\) eV/nm³, \(g=10^5\) and \(b=2\times10^4\) eV/nm⁴. The gradient has the components

\[
\begin{aligned}
\partial_1U&=k_0x_1+4gx_1^3-\phi'(d_1),\\
\partial_2U&=k_0x_2+4gx_2^3+\phi'(d_1)-\phi'(d_2),\\
\partial_3U&=k_0x_3+4gx_3^3+\phi'(d_2).
\end{aligned}
\]

Each bond touches two atoms, so its curvature enters the Laplacian twice:

\[
\nabla^2U=\sum_{i=1}^{3}(k_0+12gx_i^2)+2\phi''(d_1)+2\phi''(d_2),\qquad \phi''(d)=\kappa-6ad+12bd^2 .
\]

At 300 K, summation over a three-dimensional grid with Boltzmann weights gives \(\langle|\nabla U|^2\rangle=52.431\) eV²/nm² and \(\langle\nabla^2U\rangle=2028.1\) eV/nm². Hence

\[
k_BT=\frac{52.431}{2028.1}\ \text{eV}=0.025852\ \text{eV},\qquad T=300.00\ \text{K}.
\]

Equation (3) with \(i=j\) also gives 300.00 K for each atom, although the middle atom has two bonds and the end atoms have one.

Two shortcuts fail on the same chain. The first uses the curvature at the minimum, \(3k_0+4\kappa=1800\) eV/nm², in place of its mean. The reading becomes \(300\times2028.1/1800=338\) K, too high because thermal motion raises the mean curvature here.

The second shortcut averages the ratio instead of dividing the averages. Write \(L=\nabla^2U\), which is positive everywhere in this model because the smallest value of \(\phi''\) is \(\kappa-3a^2/4b=150\) eV/nm². Put \(\mathbf B=\nabla U/L\) in (1). Its divergence is \(1-\nabla U\cdot\nabla L/L^2\), so

\[
\Big\langle\frac{|\nabla U|^2}{L}\Big\rangle=k_BT\left(1-\Big\langle\frac{\nabla U\cdot\nabla L}{L^2}\Big\rangle\right).
\]

The correction vanishes for a harmonic potential, where \(L\) is constant. Here the average of the ratio is 282.4 K. The correction is therefore \(1-282.4/300=0.059\), and its sign says that, in this weighted average, the curvature grows uphill. For many atoms with short-range forces, \(\nabla U\cdot\nabla L\) grows in proportion to \(N\) and \(L^2\) to \(N^2\), so this error falls as \(1/N\).

A finite run has a statistical error as well. Let \(\overline{A}\) and \(\overline{L}\) be the means of \(A=|\nabla U|^2\) and \(L\) over \(M\) independent snapshots. The estimate \(\hat T=\overline A/(k_B\overline L)\) obeys

\[
\hat T-T=\frac{\overline A-k_BT\,\overline L}{k_B\overline L}
\simeq\frac{\overline{A-k_BT\,L}}{k_B\langle L\rangle}.
\]

The last step replaces \(\overline L\) by its ensemble mean, which is correct to leading order for large \(M\). By (2) the numerator has zero mean, so the standard error is

\[
\sigma_{\hat T}=\frac{\sigma_1}{\sqrt M},\qquad
\sigma_1=\frac{\sqrt{\langle(A-k_BTL)^2\rangle}}{k_B\langle L\rangle}.
\]

The grid average gives \(\sigma_1=298\) K, about the temperature itself. For \(M=2000\) the predicted error is \(298/\sqrt{2000}=6.7\) K. The spread among 400 batches of 2000 snapshots, drawn at random with the Boltzmann weights, is 6.6 K. An error of 1 K takes about 89,000 independent snapshots.

The harmonic limit shows how this cost depends on size. With mode stiffnesses \(\lambda_j\) and mode coordinates \(q_j\), \(A=\sum_j\lambda_j^2q_j^2\) and \(L=\sum_j\lambda_j\). Equipartition lets us write \(\lambda_jq_j^2=k_BT\,\xi_j^2\), with \(\xi_j\) independent standard normal variables. Since \(\xi_j^2-1\) has variance 2,

\[
\sigma_1=T\,\frac{\sqrt{2\sum_j\lambda_j^2}}{\sum_j\lambda_j}.
\]

Both sums grow as \(N\) if the spread of stiffnesses is held fixed, so \(\sigma_1\) falls as \(1/\sqrt N\).

The surface term in (1) is easily overlooked when hard walls confine the particles. With \(\mathbf B=\nabla U\) and \(S=\oint\rho\,\nabla U\cdot\mathbf n\,dS\), equation (1) gives

\[
k_BT=\frac{\langle|\nabla U|^2\rangle}{\langle\nabla^2U\rangle-S}. \tag{4}
\]

Place one atom in the cage \(k_0x^2/2+gx^4\) at 300 K, with walls at \(x=\pm c\) and \(c=0.012\) nm. The outward slope is \(U'(c)\) at both walls, so \(S=2\rho(c)U'(c)\). One-dimensional quadrature gives \(\langle U'^2\rangle=2.1907\) eV²/nm², \(\langle U''\rangle=248.64\) eV/nm² and \(S=163.91\) eV/nm². Without \(S\) the reading is \(2.1907/248.64=0.00881\) eV, or 102 K. With it, \(2.1907/(248.64-163.91)=0.02585\) eV, or 300 K. The walls keep the atom away from the steep outer slopes, while the forces they exert themselves are absent from \(U'\).

A force that jumps at a cutoff does similar damage inside the region. In one dimension let \(U\) be continuous, but let \(U'\) jump by \(\Delta=U'(c^+)-U'(c^-)\) at \(x=c\). Integrate \((\rho U')'\) separately on the two sides. The left piece contributes \(\rho(c)U'(c^-)\) and the right piece \(-\rho(c)U'(c^+)\), so that

\[
-\Delta\,\rho(c)=\langle U''\rangle_{\rm pt}-\frac{\langle U'^2\rangle}{k_BT}
\quad\Longrightarrow\quad
k_BT=\frac{\langle U'^2\rangle}{\langle U''\rangle_{\rm pt}+\Delta\,\rho(c)} .
\]

The subscript marks the second derivative taken pointwise, away from the jump. Several jumps add.

For a number, take a spring \(k_0\) that acts everywhere and a second spring \(\kappa\) that acts for \(|x|<c\) alone, with its energy \(\kappa(x^2-c^2)/2\) shifted to vanish at the cutoff. The position \(c\) and the temperature are as before, but there are no walls and no quartic term. At \(x=c\) the slope drops from \((k_0+\kappa)c\) to \(k_0c\), a jump of \(-\kappa c\). At \(x=-c\), moving to the right, it goes from \(-k_0c\) to \(-(k_0+\kappa)c\), again \(-\kappa c\). The two jumps add \(-2\kappa c\,\rho(c)=-89.85\) eV/nm² to a pointwise mean curvature of 445.77 eV/nm². With \(\langle U'^2\rangle=9.2011\) eV²/nm², the uncorrected reading is \(9.2011/445.77=0.02064\) eV, or 240 K, and the corrected one is \(9.2011/355.92=0.02585\) eV, or 300 K. Making the force go continuously to zero at the cutoff removes the jump.

When heat flows, the density is no longer canonical and (2) loses its basis. The harmonic part of the chain shows what replaces it. Write \(U=\frac12\sum_{ij}K_{ij}x_ix_j\), with

\[
K=\begin{pmatrix}k_0+\kappa&-\kappa&0\\-\kappa&k_0+2\kappa&-\kappa\\0&-\kappa&k_0+\kappa\end{pmatrix},\qquad F_i=-\sum_jK_{ij}x_j .
\]

Couple the end atoms to Langevin baths at 320 K and 280 K, with friction rates \(\gamma_1=\gamma_3=5\) ps⁻¹ and \(\gamma_2=0\):

\[
m\,dv_i=(F_i-m\gamma_iv_i)\,dt+\sqrt{2m\gamma_ik_BT_i^{\rm bath}}\;dW_i ,
\]

where the \(W_i\) are independent Wiener processes, with \(\langle dW_i^2\rangle=dt\). In the steady state every average is constant in time. For the kinetic energy \(mv_i^2/2\), the squared noise term contributes \(\gamma_ik_BT_i^{\rm bath}\), and so

\[
0=\langle v_iF_i\rangle-m\gamma_i\langle v_i^2\rangle+\gamma_ik_BT_i^{\rm bath}
\quad\Longrightarrow\quad \langle v_iF_i\rangle=-J_i,
\]

where \(J_i=\gamma_i(k_BT_i^{\rm bath}-m\langle v_i^2\rangle)\) is the power that bath \(i\) delivers. Next consider \(m v_iF_i\). The force depends on positions, so \(dF_i/dt=-\sum_jK_{ij}v_j\), and the noise, which has zero mean, drops out:

\[
0=\langle F_i^2\rangle-m\gamma_i\langle v_iF_i\rangle-m\sum_jK_{ij}\langle v_iv_j\rangle .
\]

Insert \(\langle v_iF_i\rangle=-J_i\) and separate the term \(j=i\). Define the two local temperatures by \(k_BT_i^{\rm conf}=\langle F_i^2\rangle/K_{ii}\) and \(k_BT_i^{\rm kin}=m\langle v_i^2\rangle\). Division by \(K_{ii}\) gives

\[
k_B\big(T_i^{\rm conf}-T_i^{\rm kin}\big)=\frac{1}{K_{ii}}\Big[-m\gamma_iJ_i+m\sum_{j\ne i}K_{ij}\langle v_iv_j\rangle\Big]. \tag{5}
\]

In equilibrium the powers and the correlations between different velocities vanish, and the two temperatures agree. In the heat-carrying state both terms can survive.

The steady state of this linear system is Gaussian, and its second moments follow from a set of linear equations, solved numerically. The kinetic temperatures of the three atoms are 303.53, 300.00 and 296.47 K, and the configurational ones are 302.07, 300.00 and 297.93 K. The hot bath delivers

\[
J_1=\gamma_1k_B(320-303.53)\ \text{K}=1.14\ \text{nW}.
\]

At atom 1 the bath term in (5) contributes \(-0.92\) K and the velocity correlation \(-0.53\) K, a gap of \(-1.45\) K. This is small beside the 40 K between the baths, but it is 41 percent of the 3.53 K by which the kinetic temperature of that atom exceeds the mean.

Two other checks for equilibrium miss the heat flow. The first compares the virial temperature of each atom with its kinetic temperature. Stationarity of \(\langle mx_iv_i\rangle\) gives

\[
0=m\langle v_i^2\rangle+\langle x_iF_i\rangle-m\gamma_i\langle x_iv_i\rangle .
\]

The last average is half the time derivative of \(\langle x_i^2\rangle\), which is zero. Hence \(-\langle x_iF_i\rangle=m\langle v_i^2\rangle\): the virial and kinetic temperatures agree atom by atom in this steady state, whatever the heat current. Their agreement is no evidence of equilibrium.

The configurational temperature of the whole chain, \(\sum_i\langle F_i^2\rangle/(k_B\sum_iK_{ii})\), is also uninformative here, at 300.00 K. The second moments are linear in the bath temperatures, and reflecting the chain exchanges the baths without changing this sum. Both bath temperatures therefore enter with equal weight. Since equal baths must return their common temperature, each weight is one half. A temperature profile has to be examined locally.

Equation (2) is also classical. For a quantum harmonic mode of frequency \(\omega_j=\sqrt{\lambda_j/m}\), the mean energy is \((\hbar\omega_j/2)\coth(\hbar\omega_j/2k_BT)\), and half of it is potential energy \(\lambda_j\langle q_j^2\rangle/2\). So \(k_BT\) in equipartition is replaced by

\[
k_B\Theta_j=\lambda_j\langle q_j^2\rangle=\frac{\hbar\omega_j}{2}\coth\frac{\hbar\omega_j}{2k_BT},
\qquad
T^{\rm conf}=\frac{\sum_j\lambda_j\Theta_j}{\sum_j\lambda_j}.
\]

The second formula follows from \(|\nabla U|^2=\sum_j\lambda_j^2q_j^2\). At high temperature, \(\coth y\simeq1/y+y/3\) gives \(\Theta_j\simeq T[1+(\hbar\omega_j/k_BT)^2/12]\). At low temperature \(k_B\Theta_j\) tends to the zero-point value \(\hbar\omega_j/2\), and the ratio stops measuring temperature.

The matrix \(K\) has the eigenvectors \((1,1,1)\), \((1,0,-1)\) and \((1,-2,1)\), with stiffnesses \(k_0\), \(k_0+\kappa\) and \(k_0+3\kappa\), or 200, 500 and 1100 eV/nm². Their frequencies are 2.13, 3.37 and 4.99 THz, and at 300 K their \(\Theta_j\) are 302.9, 307.2 and 315.8 K. The weighted mean is

\[
T^{\rm conf}=\frac{200(302.9)+500(307.2)+1100(315.8)}{1800}\ \text{K}=312\ \text{K},
\]

which is 4 percent above the true temperature.

These frequencies lie in the rough range of the lattice vibrations of silver, which extend to about 5 THz. At room temperature the nuclei in real silver therefore do not move quite classically. In the harmonic model of the three-atom chain, this shifts the reading by about 12 K. A classical simulation has no such quantum shift. It should return the temperature that was set if it samples the canonical ensemble and its time step is short enough. Runs at constant energy, or with the kinetic energy held fixed by rescaling, sample other distributions, and in a system of only three atoms their reading can differ markedly from the kinetic temperature. Other features of the example are far from the metal. The fixed cages replace the rest of the crystal, the kinetic temperature drops by 7 K over only two bonds, and heat in silver is carried mainly by electrons, which the chain lacks. Its 1.14 nW is therefore no estimate of conduction in silver. Transverse motion and more distant neighbours would change \(U\) and both averages in (2), but not their ratio in a classical canonical state that meets the stated conditions.
